# Zero-point increase of the H2 polarizability: anharmonic and curvature parts: test program

```python
"""
Zero-point average of the mean polarizability a(R) of H2, v = 0, J = 0.
Result under test, with x = R - Re and derivatives taken at Re:
    <a> - a(Re) = a' <x> + a'' <x^2>/2 + remainder,
    leading order: (a'' - a' g/k) / (4 mu omega),
where k = V'', g = V''', omega = sqrt(k/mu), mu = nuclear reduced mass.
a = (a_par + 2 a_perp)/3. Atomic units are used throughout.
Electronic level: full CI, aug-cc-pVTZ plus one diffuse p shell per atom.
"""
import numpy as np
from numpy.polynomial import Chebyshev
from scipy import constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from pyscf import gto, scf, cc, ao2mo

basis = list(gto.basis.load("aug-cc-pvtz", "H"))
p_exponents = sorted(row[0] for shell in basis if shell[0] == 1
                     for row in shell[1:])
diffuse_p = p_exponents[0]**2 / p_exponents[1]
basis.append([1, [diffuse_p, 1.0]])


def molecule(R, symmetry):
    return gto.M(atom=[["H", (0, 0, -R/2)], ["H", (0, 0, R/2)]],
                 unit="Bohr", basis={"H": basis}, symmetry=symmetry,
                 verbose=0)


def full_ci(R):
    """Electronic energy, parallel and perpendicular polarizability."""
    mol = molecule(R, "D2h")
    overlap = mol.intor("int1e_ovlp")
    orbitals, labels = [], []
    for block, irrep in zip(mol.symm_orb, mol.irrep_id):
        s, v = eigh(block.T @ overlap @ block)
        orbitals.append(block @ (v / np.sqrt(s)))
        labels += [irrep] * len(s)
    C = np.hstack(orbitals)
    labels = np.array(labels)
    n = C.shape[1]
    h = C.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ C
    eri = ao2mo.restore(1, ao2mo.kernel(mol.intor("int2e", aosym="s8"), C), n)
    one = np.eye(n)
    first, second = np.triu_indices(n)
    pair_irrep = labels[first] ^ labels[second]

    def hamiltonian(selected):
        a, b = first[selected], second[selected]
        weight = np.where(a == b, np.sqrt(0.5), 1.0)
        p, q, r, s = a[:, None], b[:, None], a[None, :], b[None, :]
        direct = h[p, r]*one[q, s] + one[p, r]*h[q, s] + eri[p, r, q, s]
        swapped = h[p, s]*one[q, r] + one[p, s]*h[q, r] + eri[p, s, q, r]
        return weight[:, None] * weight[None, :] * (direct + swapped)

    ground = pair_irrep == 0
    energies, vectors = eigh(hamiltonian(ground), subset_by_index=[0, 0])
    a, b = first[ground], second[ground]
    amplitude = np.zeros((n, n))
    values = vectors[:, 0] * np.where(a == b, 1.0, np.sqrt(0.5))
    amplitude[a, b] = values
    amplitude[b, a] = values
    position = mol.intor("int1e_r")
    result = []
    for axis in (2, 0):
        d = C.T @ position[axis] @ C
        moved = d @ amplitude + amplitude @ d
        rhs = moved[first, second] * np.where(first == second, 1, np.sqrt(2))
        target = pair_irrep == pair_irrep[np.argmax(abs(rhs))]
        matrix = hamiltonian(target) - energies[0]*np.eye(target.sum())
        result.append(2 * rhs[target] @ np.linalg.solve(matrix, rhs[target]))
    return np.array([energies[0], *result])


# Curves from Chebyshev nodes
R_min, R_max, node_count = 0.6, 2.8, 14
angles = (2*np.arange(node_count) + 1) * np.pi / (2*node_count)
nodes = (R_min + R_max)/2 + (R_max - R_min)/2 * np.cos(angles)
data = np.array([full_ci(R) for R in nodes])
electronic, parallel, perpendicular = [
    Chebyshev.fit(nodes, data[:, j], node_count - 1, domain=[R_min, R_max])
    for j in range(3)]
mean = (parallel + 2*perpendicular) / 3


def potential(R):
    return electronic(R) + 1/R


def force_gradient(R):
    return electronic.deriv(1)(R) - 1/R**2


Re = brentq(force_gradient, 1.2, 1.6)
k = electronic.deriv(2)(Re) + 2/Re**3
g = electronic.deriv(3)(Re) - 6/Re**4
a0 = mean(Re)
a1, a2, a3, a4 = [mean.deriv(j)(Re) for j in (1, 2, 3, 4)]

# Fresh electronic calculations test the curves and their derivatives
step = 0.05
fresh_R = Re + step*np.arange(-2, 3)
fresh = np.array([full_ci(R) for R in fresh_R])
fresh_V = fresh[:, 0] + 1/fresh_R
fresh_a = (fresh[:, 1] + 2*fresh[:, 2]) / 3
assert np.max(abs(fresh_V - potential(fresh_R))) < 1e-5
assert np.max(abs(fresh_a - mean(fresh_R))) < 2e-3
d1 = np.array([1, -8, 0, 8, -1]) / (12*step)
d2 = np.array([-1, 16, -30, 16, -1]) / (12*step**2)
d3 = np.array([-1, 2, 0, -2, 1]) / (2*step**3)
assert abs(d2 @ fresh_V / k - 1) < 0.01
assert abs(d3 @ fresh_V / g - 1) < 0.02
assert abs(d1 @ fresh_a / a1 - 1) < 0.01
assert abs(d2 @ fresh_a - a2) < 0.03

# Finite-field energies test the linear-response polarizabilities
plain = molecule(Re, False)
core = plain.intor("int1e_kin") + plain.intor("int1e_nuc")
position_ao = plain.intor("int1e_r")


def field_energy(field, axis):
    mf = scf.RHF(plain)
    mf.get_hcore = lambda *args: core + field*position_ao[axis]
    mf.conv_tol = 1e-12
    mf.kernel()
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 100
    solver.kernel()
    assert mf.converged and solver.converged
    return solver.e_tot


field = 0.005
E_zero = field_energy(0.0, 2)
ff_parallel = 2*(E_zero - field_energy(field, 2)) / field**2
ff_perpendicular = 2*(E_zero - field_energy(field, 0)) / field**2
assert abs(E_zero - fresh_V[2]) < 1e-6
assert abs(ff_parallel - fresh[2, 1]) < 0.01
assert abs(ff_perpendicular - fresh[2, 2]) < 0.01

# Vibrational ground state in a sine basis transformed to grid points
grid_count = 150
length = R_max - R_min
index = np.arange(1, grid_count + 1)
grid = R_min + length*index/(grid_count + 1)
sine = np.sqrt(2/(grid_count + 1)) * np.sin(
    np.pi*np.outer(index, index)/(grid_count + 1))


def ground_state(V_values, mass):
    kinetic = (sine * ((np.pi*index/length)**2/(2*mass))) @ sine.T
    energy, vector = eigh(kinetic + np.diag(V_values), subset_by_index=[0, 0])
    return energy[0], vector[:, 0]**2


mu = constants.physical_constants["proton-electron mass ratio"][0] / 2
omega = np.sqrt(k/mu)
E0, density = ground_state(potential(grid), mu)
x = grid - Re
average = density @ mean(grid)
rise = average - a0
x1, x2, x3, x4 = [density @ x**j for j in (1, 2, 3, 4)]
anharmonic = a1*x1
curvature = a2*x2/2
remainder = rise - anharmonic - curvature
assert max(density[0], density[-1]) < 1e-5*density.max()

# A second discretization: three-point differences on a fine grid
fine = np.linspace(R_min, R_max, 4002)[1:-1]
spacing = fine[1] - fine[0]
fine_E, fine_u = eigh_tridiagonal(
    1/(mu*spacing**2) + potential(fine),
    np.full(len(fine) - 1, -1/(2*mu*spacing**2)),
    select="i", select_range=(0, 0))
fine_average = fine_u[:, 0]**2 @ mean(fine)
assert abs(fine_E[0] - E0) < 1e-6
assert abs(fine_average - average) < 1e-4

# Zero mean force and convergence of the moment expansion
mean_force = -density @ force_gradient(grid)
assert abs(mean_force) < 1e-5
fourth_order = anharmonic + curvature + a3*x3/6 + a4*x4/24
assert abs(fourth_order - rise) < 1e-3

# Leading-order formula and its heavy-mass limit
x2_lead = 1/(2*mu*omega)
x1_lead = -g*x2_lead/(2*k)
anharmonic_lead = -a1*g/(4*mu*omega*k)
curvature_lead = a2/(4*mu*omega)
rise_lead = anharmonic_lead + curvature_lead
error_lead = 1 - rise_lead/rise
mass_factor = 100
heavy_density = ground_state(potential(grid), mass_factor*mu)[1]
heavy_rise = heavy_density @ mean(grid) - a0
heavy_lead = (a2 - a1*g/k) / (4*np.sqrt(k*mass_factor*mu))
heavy_error = 1 - heavy_lead/heavy_rise
assert abs(heavy_error) < 0.03
assert abs(heavy_error) < 0.25*abs(error_lead)

# Harmonic well with the same polarizability curve
harmonic_density = ground_state(k*x**2/2, mu)[1]
harmonic_rise = harmonic_density @ mean(grid) - a0
harmonic_x1 = harmonic_density @ x
assert abs(harmonic_x1) < 1e-4
assert abs(harmonic_rise - curvature_lead - a4*x2_lead**2/8) < 1e-3

# The stated values and the dominance of the anharmonic part
assert abs(a0 - 5.18) < 0.06 and abs(average - 5.41) < 0.06
assert abs(rise - 0.23) < 0.02
assert anharmonic > 3*curvature > 0

bohr_angstrom = constants.physical_constants["Bohr radius"][0] * 1e10
volume = bohr_angstrom**3
print(f"diffuse p exponent            {diffuse_p:.5f} a0^-2")
print(f"bond-length range             {R_min:.1f} to {R_max:.1f} a0")
print(f"number of bond lengths        {node_count}")
print(f"nuclear reduced mass mu       {mu:.3f} m_e")
print(f"equilibrium length Re         {Re:.5f} a0")
print(f"energy V(Re)                  {potential(Re):.6f} Eh")
print(f"k = V''(Re)                   {k:.5f} Eh/a0^2")
print(f"g = V'''(Re)                  {g:.5f} Eh/a0^3")
print(f"harmonic frequency omega      {omega:.6f} a.u.")
print(f"v=0 energy above minimum      {E0-potential(Re):.6f} Eh")
print(f"a_par(Re)                     {parallel(Re):.4f} a.u.")
print(f"a_perp(Re)                    {perpendicular(Re):.4f} a.u.")
print(f"finite-field a_par(Re)        {ff_parallel:.4f} a.u.")
print(f"finite-field a_perp(Re)       {ff_perpendicular:.4f} a.u.")
print(f"mean a at R = 1.4 a0          {mean(1.4):.4f} a.u.")
print(f"mean a(Re)                    {a0:.4f} a.u.")
print(f"a'(Re)                        {a1:.4f} a.u./a0")
print(f"a''(Re)                       {a2:.4f} a.u./a0^2")
print(f"a'''(Re)                      {a3:.3f} a.u./a0^3")
print(f"a''''(Re)                     {a4:.3f} a.u./a0^4")
print(f"<x>, v=0                      {x1:.5f} a0")
print(f"<R>, v=0                      {Re+x1:.5f} a0")
print(f"<x^2>, v=0                    {x2:.6f} a0^2")
print(f"<x^3>, v=0                    {x3:.6f} a0^3")
print(f"<x^4>, v=0                    {x4:.6f} a0^4")
print(f"-(g/2k)<x^2>, actual <x^2>    {-g*x2/(2*k):.5f} a0")
print(f"mean force, v=0               {mean_force:.1e} Eh/a0")
print(f"<a_par>, v=0                  {density @ parallel(grid):.4f} a.u.")
print(f"<a_perp>, v=0                 {density @ perpendicular(grid):.4f} a.u.")
print(f"<a>, v=0                      {average:.4f} a.u.")
print(f"<a>, second discretization    {fine_average:.4f} a.u.")
print(f"total rise                    {rise:.4f} a.u.")
print(f"anharmonic part a'<x>         {anharmonic:.4f} a.u.")
print(f"curvature part a''<x^2>/2     {curvature:.4f} a.u.")
print(f"remainder                     {remainder:.4f} a.u.")
print(f"cubic term a'''<x^3>/6        {a3*x3/6:.5f} a.u.")
print(f"quartic term a''''<x^4>/24    {a4*x4/24:.5f} a.u.")
print(f"anharmonic share of rise      {100*anharmonic/rise:.1f} %")
print(f"curvature share of rise       {100*curvature/rise:.1f} %")
print(f"leading <x^2>                 {x2_lead:.6f} a0^2")
print(f"leading <x>                   {x1_lead:.5f} a0")
print(f"leading anharmonic part       {anharmonic_lead:.4f} a.u.")
print(f"leading curvature part        {curvature_lead:.4f} a.u.")
print(f"leading total rise            {rise_lead:.4f} a.u.")
print(f"rise missed by leading order  {100*error_lead:.2f} %")
print(f"same, mass times {mass_factor}          {100*heavy_error:.2f} %")
print(f"rise in harmonic well         {harmonic_rise:.4f} a.u.")
print(f"mean a(Re), converted         {a0*volume:.4f} angstrom^3")
print(f"<a>, v=0, converted           {average*volume:.4f} angstrom^3")
print("every check passed")
```

Printed output:

```
diffuse p exponent            0.02681 a0^-2
bond-length range             0.6 to 2.8 a0
number of bond lengths        14
nuclear reduced mass mu       918.076 m_e
equilibrium length Re         1.40403 a0
energy V(Re)                  -1.172643 Eh
k = V''(Re)                   0.36933 Eh/a0^2
g = V'''(Re)                  -1.28042 Eh/a0^3
harmonic frequency omega      0.020057 a.u.
v=0 energy above minimum      0.009923 Eh
a_par(Re)                     6.4344 a.u.
a_perp(Re)                    4.6097 a.u.
finite-field a_par(Re)        6.4358 a.u.
finite-field a_perp(Re)       4.6105 a.u.
mean a at R = 1.4 a0          5.2004 a.u.
mean a(Re)                    5.2179 a.u.
a'(Re)                        4.3635 a.u./a0
a''(Re)                       1.6602 a.u./a0^2
a'''(Re)                      -2.226 a.u./a0^3
a''''(Re)                     -3.194 a.u./a0^4
<x>, v=0                      0.04769 a0
<R>, v=0                      1.45172 a0
<x^2>, v=0                    0.030522 a0^2
<x^3>, v=0                    0.005054 a0^3
<x^4>, v=0                    0.003003 a0^4
-(g/2k)<x^2>, actual <x^2>    0.05291 a0
mean force, v=0               -3.0e-08 Eh/a0
<a_par>, v=0                  6.8112 a.u.
<a_perp>, v=0                 4.7681 a.u.
<a>, v=0                      5.4491 a.u.
<a>, second discretization    5.4491 a.u.
total rise                    0.2312 a.u.
anharmonic part a'<x>         0.2081 a.u.
curvature part a''<x^2>/2     0.0253 a.u.
remainder                     -0.0023 a.u.
cubic term a'''<x^3>/6        -0.00188 a.u.
quartic term a''''<x^4>/24    -0.00040 a.u.
anharmonic share of rise      90.0 %
curvature share of rise       11.0 %
leading <x^2>                 0.027154 a0^2
leading <x>                   0.04707 a0
leading anharmonic part       0.2054 a.u.
leading curvature part        0.0225 a.u.
leading total rise            0.2279 a.u.
rise missed by leading order  1.40 %
same, mass times 100          0.14 %
rise in harmonic well         0.0223 a.u.
mean a(Re), converted         0.7732 angstrom^3
<a>, v=0, converted           0.8075 angstrom^3
every check passed
```
